# Transient negative electron mobility from a steeply rising momentum-transfer cross section: test program

```python
"""Transient negative electron mobility in a gas of heavy atoms.

Result under test: electrons released isotropically at speed v drift, after a
few collisions, with W = (2/3)(a/nu)(1 - s), positive along the electric force.
a: acceleration by the field; nu = N*sigma*v: momentum-transfer collision rate;
s = d ln(sigma)/d ln(energy). W is negative when s > 1, until the energy relaxes.
Energies are in eV and other quantities in SI units unless a name says otherwise.
The dimensionless tests use v = 1 and nu = 1 at injection, and energy = v**2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, simpson, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

charge, mass = const.e, const.m_e
atom_mass = 40 * const.atomic_mass
pressure_torr, gas_temperature = 100.0, 300.0
density = pressure_torr * const.torr / (const.k * gas_temperature)
thermal_energy = const.k * gas_temperature / charge
field = 5.0
start_energy, start_width = 1.0, 0.1
recoil = 2 * mass / atom_mass


def cross_section(energy):
    """Model momentum-transfer cross section in m^2, with a deep minimum."""
    shape = 0.1 + 2.0 * (energy - 0.25)**2 / (energy + 0.02)
    return 1e-20 * shape / (1 + energy / 20)


def log_slope(energy, sigma=cross_section):
    step = 1e-5
    ratio = sigma(energy * (1 + step)) / sigma(energy * (1 - step))
    return np.log(ratio) / np.log((1 + step) / (1 - step))


def speed_of(energy):
    return np.sqrt(2 * charge * energy / mass)


def rate_of(energy):
    return density * cross_section(energy) * speed_of(energy)


def shell_drift(energy, strength=field):
    acceleration = charge * strength / mass
    return 2 / 3 * acceleration / rate_of(energy) * (1 - log_slope(energy))


def onset_drift(x, slope):
    """Drift in units a/nu at time x/nu after isotropic release."""
    decay = np.exp(-x)
    return 1 - decay - (1 + 2 * slope) / 3 * (1 - (1 + x) * decay)


# Single free flights, followed along their true paths at finite field.
def flight_displacement(sigma, acceleration, cosine):
    time = np.linspace(0, 40, 8001)[None, :]
    cosine = np.atleast_1d(cosine)[:, None]
    energy = 1 + 2*acceleration*cosine*time + (acceleration*time)**2
    rate = np.sqrt(energy) * sigma(energy)
    depth = cumulative_trapezoid(rate, time[0], axis=1, initial=0)
    velocity = cosine + acceleration * time
    return simpson(np.exp(-depth) * velocity, x=time[0], axis=1)


def flight_shift(sigma, acceleration, cosine):
    forward = flight_displacement(sigma, acceleration, cosine)
    reverse = flight_displacement(sigma, -acceleration, cosine)
    return (forward - reverse) / 2


nodes, weights = np.polynomial.legendre.leggauss(8)
cases = {
    "square root": lambda e: e**0.5,
    "linear": lambda e: e,
    "square": lambda e: e**2,
    "convex with constant": lambda e: (1 + 0.5 * e**2) / 1.5,
    "line with negative intercept": lambda e: 2 * e - 1,
}
case_drift = {}
for name, sigma in cases.items():
    slope = log_slope(1.0, sigma)
    by_angle = flight_shift(sigma, 1e-3, nodes) / 1e-3
    assert np.allclose(by_angle, 1 - (1 + 2*slope) * nodes**2, atol=2e-3)
    case_drift[name] = weights @ by_angle / 2
    assert abs(case_drift[name] - 2 / 3 * (1 - slope)) < 2e-3
assert case_drift["convex with constant"] > 0.1
assert case_drift["line with negative intercept"] < -0.1


# Monte Carlo swarm: opposite fields share random numbers to reduce noise.
def monte_carlo(slope, acceleration, step, steps, count):
    rng = np.random.default_rng(7)
    cosine = rng.uniform(-1, 1, count)
    swarms = [[cosine.copy(), 1 - cosine**2] for _ in range(2)]
    drift, mean_energy, variance = [], [], []
    for _ in range(steps):
        chance = rng.random(count)
        cosine = rng.uniform(-1, 1, count)
        energies = []
        for sign, swarm in zip((1, -1), swarms):
            kick = sign * acceleration * step / 2
            along, across_squared = swarm
            along = along + kick
            energy = along**2 + across_squared
            speed = np.sqrt(energy)
            hit = chance < -np.expm1(-step * speed * energy**slope)
            along = np.where(hit, speed * cosine, along)
            across_squared = np.where(hit, energy * (1 - cosine**2),
                                      across_squared)
            along = along + kick
            swarm[:] = along, across_squared
            energies.append(along**2 + across_squared)
        drift.append(np.mean(swarms[0][0] - swarms[1][0]) / 2)
        mean_energy.append(np.mean(energies))
        variance.append(np.mean([np.var(e) for e in energies]))
    time = step * np.arange(1, steps + 1)
    return time, np.array(drift), np.array(mean_energy), np.array(variance)


mc_slope, mc_acceleration = 2.0, 0.02
mc_time, mc_drift, mc_energy, mc_variance = monte_carlo(
    mc_slope, mc_acceleration, 0.05, 120, 250000)
mc_formula = onset_drift(mc_time, mc_slope)
early = (mc_time > 0.29) & (mc_time < 0.81)
late = mc_time > 3.99
mc_early = mc_drift[early].mean() / mc_acceleration
mc_late = mc_drift[late].mean() / mc_acceleration
# Tolerance covers sampling noise and the next order in the finite field.
assert abs(mc_early - mc_formula[early].mean()) < 0.07
assert abs(mc_late - mc_formula[late].mean()) < 0.07
middle = np.argmin(abs(mc_time - 3))
energy_change = mc_energy[-1] - mc_energy[middle]
expected_change = 2 * mc_acceleration**2 * trapezoid(
    mc_formula[middle:], mc_time[middle:])
assert energy_change < 0
assert abs(energy_change / expected_change - 1) < 0.25
variance_rate = (mc_variance[-1] - mc_variance[middle]) / 3
assert abs(variance_rate / (8 * mc_acceleration**2 / 3) - 1) < 0.10

# Recoil loss from two-body kinematics, with forward-weighted scattering.
total_mass = mass + atom_mass
final_along = (mass + atom_mass * nodes) / total_mass
final_across_squared = (atom_mass / total_mass)**2 * (1 - nodes**2)
angle_weight = weights * (1 + 0.5 * nodes) / 2
mean_loss = angle_weight @ (1 - final_along**2 - final_across_squared)
momentum_weight = angle_weight @ (1 - nodes)
assert abs(mean_loss / (recoil * momentum_weight) - 1) < 1e-4


# Slow evolution of the isotropic energy distribution.
def relax_swarm(cells, strength):
    faces = np.linspace(0, 2.5, cells + 1)
    centres = (faces[1:] + faces[:-1]) / 2
    inner, width = faces[1:-1], faces[1]
    volume = 2 / 3 * np.diff(faces**1.5)
    cooling = recoil * rate_of(inner) * inner**1.5
    mobility_weight = (np.sqrt(inner) * speed_of(inner)**2
                       / (3 * rate_of(inner)))
    spreading = cooling * thermal_energy + strength**2 * mobility_weight
    upper = cooling / 2 + spreading / width
    lower = cooling / 2 - spreading / width
    diagonal = np.zeros(cells)
    diagonal[:-1] += lower
    diagonal[1:] -= upper

    def matrix(step):
        bands = np.zeros((3, cells))
        bands[0, 1:] = -step * upper
        bands[1] = volume - step * diagonal
        bands[2, :-1] = step * lower
        return bands

    def drift_of(distribution):
        return -strength * mobility_weight @ np.diff(distribution)

    distribution = np.exp(-(centres-start_energy)**2 / (2*start_width**2))
    distribution /= np.sqrt(centres)
    distribution /= volume @ distribution
    diffusion_weight = speed_of(centres)**2 / (3 * rate_of(centres))
    step, steps = 1e-8, 6000
    bands = matrix(step)
    history = []
    for index in range(steps + 1):
        population = volume * distribution
        history.append((index * step, drift_of(distribution),
                        population @ centres, population @ diffusion_weight))
        distribution = solve_banded((1, 1), bands, population)
    bands = matrix(1e-4)
    for _ in range(300):
        distribution = solve_banded((1, 1), bands, volume * distribution)
    assert abs(volume @ distribution - 1) < 1e-6
    assert np.all(np.diff(distribution) <= 1e-10 * distribution.max())
    return np.array(history).T, drift_of(distribution)


def sign_change_time(time, drift):
    crossings = np.flatnonzero((drift[:-1] < 0) & (drift[1:] >= 0))
    if len(crossings) == 0:
        return np.nan
    i = crossings[0]
    return time[i] - drift[i]*(time[i+1]-time[i])/(drift[i+1]-drift[i])


coarse, _ = relax_swarm(600, field)
(time, drift, mean_energy, diffusion), steady_drift = relax_swarm(1200, field)
end_time = sign_change_time(time, drift)
assert abs(sign_change_time(coarse[0], coarse[1]) / end_time - 1) < 0.02
strong, _ = relax_swarm(600, 10 * field)
strong_end_time = sign_change_time(strong[0], strong[1])

grid = np.linspace(1e-5, 2.5, 40001)
packet = np.exp(-(grid - start_energy)**2 / (2 * start_width**2))
packet_drift = (trapezoid(packet * shell_drift(grid), grid)
                / trapezoid(packet, grid))
assert abs(drift[0] / packet_drift - 1) < 0.01

acceleration = charge * field / mass
effective_energy = thermal_energy + atom_mass * (
    acceleration / rate_of(grid))**2 / (3 * charge)
steady_shape = np.exp(-cumulative_trapezoid(
    1 / effective_energy, grid, initial=0))
steady_formula = field * trapezoid(
    np.sqrt(grid) * speed_of(grid)**2 / (3 * rate_of(grid))
    * steady_shape / effective_energy, grid)
steady_formula /= trapezoid(np.sqrt(grid) * steady_shape, grid)
assert steady_drift > 0
assert abs(steady_drift / steady_formula - 1) < 0.02

# Worked example.
low_edge = brentq(lambda e: log_slope(e) - 1, 0.25, 0.5)
high_edge = brentq(lambda e: log_slope(e) - 1, 1.0, 10.0)
slope = log_slope(start_energy)
rate, speed = rate_of(start_energy), speed_of(start_energy)
path = speed / rate
onset_x = brentq(lambda x: onset_drift(x, slope), 0.1, 50)
assert abs(np.expm1(onset_x)/onset_x - (1+2*slope)/(2*(slope-1))) < 1e-6
scaled_acceleration = acceleration * path / speed**2
scaled_sigma = lambda e: (cross_section(e * start_energy)
                          / cross_section(start_energy))
shifts = path * flight_shift(scaled_sigma, scaled_acceleration, nodes)
ahead, sideways = path * flight_shift(
    scaled_sigma, scaled_acceleration, np.array([1.0, 0.0]))
mean_shift = weights @ shifts / 2
assert abs(mean_shift * rate / shell_drift(start_energy) - 1) < 0.01
cooling_time = quad(lambda e: 1 / (recoil * rate_of(e) * e),
                    low_edge, start_energy)[0]
assert 0.2 < end_time / cooling_time < 2

negative = time <= end_time
deepest = np.argmin(drift)
displacement = trapezoid(drift[negative], time[negative])
spread = np.sqrt(2 * trapezoid(diffusion[negative], time[negative]))
space_charge_density = const.epsilon_0 * field / (charge * spread)
deep_energy = mean_energy[deepest]
coulomb_log = 10.0
coulomb_rate = charge**4 * coulomb_log / (
    4*np.pi * const.epsilon_0**2 * mass**2 * speed_of(deep_energy)**3)
collision_density = recoil * rate_of(deep_energy) / coulomb_rate
impurity_sigma, impurity_quantum = 1e-20, 0.3
impurity_fraction = (recoil * cross_section(start_energy) * start_energy
                     / (impurity_sigma * impurity_quantum))
edge_path = 1 / (density * cross_section(low_edge))


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("gas pressure", pressure_torr, "Torr")
show("gas temperature", gas_temperature, "K")
show("atomic mass", atom_mass / const.atomic_mass, "u")
show("gas density", density * 1e-6, "cm^-3")
show("electric field", field / 100, "V/cm")
show("reduced field", field / density * 1e21, "Td")
show("injection energy", start_energy, "eV")
show("injection standard deviation", start_width, "eV")
for energy in (0.25, 0.5, 1.0, 5.0):
    show(f"cross section at {energy} eV", cross_section(energy)*1e4, "cm^2")
show("lower edge of s > 1 window", low_edge, "eV")
show("upper edge of s > 1 window", high_edge, "eV")
show("s at injection", slope)
show("electron speed at injection", speed, "m/s")
show("collision rate at injection", rate, "1/s")
show("mean free path at injection", path * 1e6, "um")
show("flight shift, along or against force", ahead * 1e9, "nm")
show("flight shift, sideways start", sideways * 1e9, "nm")
show("flight shift, mean over directions", mean_shift * 1e9, "nm")
show("shell drift at injection", shell_drift(start_energy), "m/s")
show("shell mobility", shell_drift(start_energy)/field*1e4, "cm^2/Vs")
show("drift turns negative after", onset_x / rate * 1e9, "ns")
for moment in (0, 1, 3, 5, 10, 20, 40):
    w = np.interp(moment * 1e-6, time, drift)
    u = np.interp(moment * 1e-6, time, mean_energy)
    print(f"slow stage {moment} us: drift {w:.4g} m/s, energy {u:.4g} eV")
show("most negative drift", drift[deepest], "m/s")
show("most negative mobility", drift[deepest] / field * 1e4, "cm^2/Vs")
show("time of most negative drift", time[deepest] * 1e6, "us")
show("mean energy at that time", deep_energy, "eV")
show("negative drift ends at", end_time * 1e6, "us")
show("recoil-only cooling time to lower edge", cooling_time * 1e6, "us")
show("displacement at end of negative drift", displacement * 1e3, "mm")
show("energy given to circuit per electron", -field*displacement*1e3, "meV")
show("final steady drift", steady_drift, "m/s")
show("end time in ten times the field", strong_end_time * 1e6, "us")
show("Monte Carlo s=2 early drift / (a/nu)", mc_early)
show("Monte Carlo s=2 late drift / (a/nu)", mc_late)
show("formula for same late window", mc_formula[late].mean())
show("field energy per free path at lower edge", field*edge_path*1e3, "meV")
show("multiple-scattering ratio 1/(k path)", const.hbar/(mass*speed*path))
show("diffusion spread by end time", spread * 100, "cm")
show("density for space-charge field = E", space_charge_density*1e-6, "cm^-3")
show("density for e-e rate = recoil rate", collision_density*1e-6, "cm^-3")
show("impurity fraction doubling energy loss", impurity_fraction * 1e6, "ppm")
print("tests ok")
```

Printed output:

```
gas pressure: 100 Torr
gas temperature: 300 K
atomic mass: 40 u
gas density: 3.219e+18 cm^-3
electric field: 0.05 V/cm
reduced field: 0.001553 Td
injection energy: 1 eV
injection standard deviation: 0.1 eV
cross section at 0.25 eV: 9.877e-18 cm^2
cross section at 0.5 eV: 3.321e-17 cm^2
cross section at 1.0 eV: 1.146e-16 cm^2
cross section at 5.0 eV: 7.271e-16 cm^2
lower edge of s > 1 window: 0.2804 eV
upper edge of s > 1 window: 3.394 eV
s at injection: 1.498
electron speed at injection: 5.931e+05 m/s
collision rate at injection: 2.187e+10 1/s
mean free path at injection: 27.12 um
flight shift, along or against force: -5.51 nm
flight shift, sideways start: 1.838 nm
flight shift, mean over directions: -0.6109 nm
shell drift at injection: -13.36 m/s
shell mobility: -2.672e+04 cm^2/Vs
drift turns negative after: 0.107 ns
slow stage 0 us: drift -14.44 m/s, energy 1 eV
slow stage 1 us: drift -52.51 m/s, energy 0.6933 eV
slow stage 3 us: drift -164.2 m/s, energy 0.5015 eV
slow stage 5 us: drift -234 m/s, energy 0.4211 eV
slow stage 10 us: drift 28.53 m/s, energy 0.3253 eV
slow stage 20 us: drift 449.6 m/s, energy 0.2421 eV
slow stage 40 us: drift 463.8 m/s, energy 0.1591 eV
most negative drift: -234.3 m/s
most negative mobility: -4.686e+05 cm^2/Vs
time of most negative drift: 5.14 us
mean energy at that time: 0.417 eV
negative drift ends at: 9.614 us
recoil-only cooling time to lower edge: 13.81 us
displacement at end of negative drift: -1.341 mm
energy given to circuit per electron: 6.703 meV
final steady drift: 316.1 m/s
end time in ten times the field: 1.936 us
Monte Carlo s=2 early drift / (a/nu): 0.2334
Monte Carlo s=2 late drift / (a/nu): -0.6156
formula for same late window: -0.5992
field energy per free path at lower edge: 1.484 meV
multiple-scattering ratio 1/(k path): 7.198e-06
diffusion spread by end time: 1.803 cm
density for space-charge field = E: 1.533e+04 cm^-3
density for e-e rate = recoil rate: 5.255e+08 cm^-3
impurity fraction doubling energy loss: 104.7 ppm
tests ok
```
